# Pair generation at a midgap centre in a depleted region

**Problem.** A semiconductor contains $N_t$ identical centres per unit volume. Each can hold one extra electron, and each captures electrons and holes with the same coefficient $c$, so both capture lifetimes are

$$\tau=\frac{1}{cN_t}.$$

The level is at midgap, which here means the intrinsic level $E_i$. A reverse bias sweeps the free carriers away, so that the densities $n$ and $p$ are much smaller than the intrinsic density $n_i$. Show that in the steady state the centres generate electron-hole pairs at the rate $G=n_i/(2\tau)$ per unit volume. Find what limits this result, and evaluate it for a thin CdTe layer.

## A tempting solution

In equilibrium, with the Fermi level at $E_i$, a level at $E_i$ is half full. The electron density is $n_i$, and electron capture must balance electron emission. With emission coefficient $e_n$ per occupied centre,

$$c\,n_i\,N_t\left(1-\tfrac12\right)=e_n N_t\,\tfrac12
\quad\Rightarrow\quad e_n=c\,n_i .$$

Depletion removes the free carriers and stops capture, but leaves emission. There are $N_t$ centres, each emitting electrons at the rate $c\,n_i$, so

$$G\stackrel{?}{=}N_t\,c\,n_i=\frac{n_i}{\tau}.$$

This is twice the stated result.

## Where it fails

The emission coefficient is correct. The fault is in multiplying it by $N_t$: a centre can emit an electron only while it holds one. Once it has done so, it must be refilled. With no free electrons to capture, it refills by taking an electron from the valence band, which is the same event as emitting a hole. The electron emission rate is therefore $e_nN_tf$, where $f$ is the fraction of occupied centres, and $f$ has to be found.

The quantity $n_i/\tau$ does have a meaning. If every centre is full at the moment of depletion, it is the initial electron emission rate. At that moment no holes are emitted, so it is not a rate of pair generation.

Adding electron and hole emission in the steady state would give $n_i/\tau$ again, but that sum counts carriers, and each pair contains two.

## Right solution

**Emission from equilibrium.** I assume nondegenerate bands and a single effective level $E_t$, with any spin-degeneracy shift absorbed in it. Keeping $E_t$ general for now will show what "midgap" has to mean. For a Fermi level $E_F$, the equilibrium values are

$$n_0=n_i e^{(E_F-E_i)/kT},\qquad p_0=n_i e^{-(E_F-E_i)/kT},$$

$$f_0=\frac{1}{1+e^{(E_t-E_F)/kT}},\qquad
\frac{1-f_0}{f_0}=e^{(E_t-E_F)/kT}.$$

In equilibrium each process balances its own reverse. For electrons, capture by empty centres equals emission by full ones, $cn_0(1-f_0)=e_nf_0$. For holes, capture by full centres equals emission by empty ones, $cp_0f_0=e_p(1-f_0)$. Hence

$$e_n=cn_0\frac{1-f_0}{f_0}=cn_i e^{(E_t-E_i)/kT},$$

$$e_p=cp_0\frac{f_0}{1-f_0}=cn_i e^{-(E_t-E_i)/kT}.$$

The Fermi level has cancelled, so these coefficients belong to the centre and the temperature. I assume that they keep these values under bias; the effect of the field on them is estimated below.

**Steady occupancy.** Out of equilibrium, a centre gains an electron by electron capture or hole emission, and loses one by electron emission or hole capture:

$$\frac{df}{dt}=(cn+e_p)(1-f)-(cp+e_n)f .$$

Setting this to zero gives

$$f=\frac{cn+e_p}{D},\qquad 1-f=\frac{cp+e_n}{D},\qquad
D=c(n+p)+e_n+e_p .$$

**Pair generation.** The net electron emission rate is

$$G=N_t\left[e_nf-cn(1-f)\right]
=\frac{N_t}{D}\left[e_n(cn+e_p)-cn(cp+e_n)\right].$$

The two terms $cne_n$ cancel. From the emission coefficients, $e_ne_p=c^2n_i^2$ and $e_n+e_p=2cn_i\cosh[(E_t-E_i)/kT]$. Therefore

$$G=\frac{N_t\,c^2(n_i^2-np)}{D}
=\frac{n_i^2-np}{\tau\left[n+p+2n_i\cosh\dfrac{E_t-E_i}{kT}\right]} .$$

In the last step one factor $c$ cancelled against $D$, and the remaining $cN_t$ is $1/\tau$. The net hole emission rate has the same value, because $df/dt=0$. A positive $G$ means generation. In equilibrium $np=n_i^2$ and $G$ vanishes, as it must.

Now put $E_t=E_i$, so that the hyperbolic cosine is 1, and divide numerator and denominator by $n_i^2$ and $n_i$ respectively:

$$G=\frac{n_i}{2\tau}\;
\frac{1-np/n_i^2}{1+(n+p)/(2n_i)} .$$

For $n,p\ll n_i$ the second fraction tends to 1, and

$$\boxed{G=\frac{n_i}{2\tau}}$$

**The factor 2 as a waiting time.** In the depleted limit the centre at $E_i$ has $e_n=e_p=e$, with $e=cn_i$. It waits a mean time $1/e$ to emit an electron and another $1/e$ to emit a hole. One pair therefore takes $2/e$, and $N_t$ centres produce $N_te/2=n_i/(2\tau)$ pairs per unit time. The occupancy is one half because the centre spends equal mean times full and empty.

**Unequal lifetimes.** The same counting handles different capture coefficients $c_n$ and $c_p$. At $E_t=E_i$ the mean waits are $1/(c_nn_i)$ and $1/(c_pn_i)$, so

$$G=\frac{N_t}{1/(c_nn_i)+1/(c_pn_i)}=\frac{n_i}{\tau_n+\tau_p},$$

where $\tau_n=1/(c_nN_t)$ and $\tau_p=1/(c_pN_t)$. The slower step dominates. If one lifetime is ten times the other, $G$ is $2/11$, or about 0.18, of the value for two equal lifetimes at the shorter one.

## Approach to the steady state

After sudden depletion, a centre at $E_i$ obeys $df/dt=e(1-f)-ef=e-2ef$. With initial occupancy $f(0)$,

$$f(t)=\tfrac12+\left[f(0)-\tfrac12\right]e^{-2et}.$$

The settling time is $1/(2e)$. Unless $f(0)=\tfrac12$, the electron and hole emission rates, $N_tef$ and $N_te(1-f)$, differ while the centres settle.

Their difference need not appear in the external current. Take a layer of width $W$ at constant voltage, with uniform occupancy and transit times much shorter than the settling time. A carrier that moves a distance $d$ across the layer drives a charge $qd/W$ through the circuit. Carriers created uniformly travel $W/2$ on average, so each type contributes half its charge:

$$J=\frac{qW}{2}\left[N_tef+N_te(1-f)\right]=\frac{qWN_te}{2}=\frac{qWn_i}{2\tau}.$$

The occupancy drops out. In this model the current has its steady value from the start, although the centres are still settling. This needs both a uniform occupancy and $e_n=e_p$. In a p-i-n layer at zero bias the centres are full near the n contact and empty near the p contact, so at first each carrier is emitted near the contact that collects it and travels less than $W/2$ on average. For an occupancy that steps from 0 to 1 at mid-layer, the mean path is $W/4$ and the initial current is half the steady value.

## Can the layer stay depleted?

The generated carriers themselves are free until they leave. Let the field be uniform, neglect diffusion, and let electrons drift towards $x=W$ and holes towards $x=0$, with transit times $t_n$ and $t_p$. Write $G_0=n_i/(2\tau)$. To leading order the flux of each carrier is the generation accumulated upstream:

$$n(x)=G_0t_n\frac{x}{W},\qquad
p(x)=G_0t_p\left(1-\frac{x}{W}\right).$$

Their averages over the layer are $G_0t_n/2$ and $G_0t_p/2$. To first order in the densities, $G=G_0[1-(n+p)/(2n_i)]$; the product $np$ is of second order. Integrating over the layer gives

$$J=q\int_0^W G\,dx
=qWG_0\left[1-\frac{G_0(t_n+t_p)}{4n_i}\right]
=qWG_0\left[1-\frac{t_n+t_p}{8\tau}\right],$$

where the last step used $G_0/n_i=1/(2\tau)$. Short transit times compared with $\tau$ keep the layer depleted, provided that the contacts do not inject carriers.

## A CdTe layer

Take a p-i-n layer with $W=20\ \mu\mathrm{m}$ at 300 K and 20 V across it. The material inputs are rough typical values: a gap $E_g=1.5$ eV, electron and hole masses of 0.1 and 0.6 free masses, and relative permittivity 10. The centres have $c=10^{-7}\ \mathrm{cm^3/s}$ and $N_t=10^{13}\ \mathrm{cm^{-3}}$, hence $\tau=1\ \mu\mathrm{s}$.

The masses give band densities of states $N_c=7.94\times10^{17}$ and $N_v=1.17\times10^{19}\ \mathrm{cm^{-3}}$. Then

$$n_i=\sqrt{N_cN_v}\,e^{-E_g/(2kT)}=7.65\times10^5\ \mathrm{cm^{-3}},$$

$$G=\frac{7.65\times10^5\ \mathrm{cm^{-3}}}{2\times10^{-6}\ \mathrm{s}}
=3.83\times10^{11}\ \mathrm{cm^{-3}\,s^{-1}}.$$

Multiplying by $q$ and by $W=2\times10^{-3}$ cm gives $J=0.123\ \mathrm{nA/cm^2}$, or $123\ \mathrm{pA/cm^2}$. These digits follow the chosen inputs; the rough inputs themselves do not fix the current so closely.

A simulation of 200,000 cycles with random, exponentially distributed waiting times gives $3.822\times10^{11}\ \mathrm{cm^{-3}\,s^{-1}}$, against $3.826\times10^{11}$ from the formula. The difference is 0.1% of the formula's value. The expected relative scatter is $1/\sqrt{2\times200{,}000}$, or 0.16%.

Each centre is slow: $e=cn_i=0.0765\ \mathrm{s^{-1}}$, so it makes one pair in 26 s on average, and the occupancy settles in 6.5 s. The microsecond lifetime describes capture of a free carrier when every centre is ready to capture it; with only half of them ready, as here, the carrier lasts 2 µs. Neither is the time one centre needs to emit.

The field is $10^4$ V/cm, or 0.01 MV/cm. With mobilities of 1000 and 80 $\mathrm{cm^2/Vs}$, and an electron velocity $\mu F/(1+\mu F/v_s)$, for mobility $\mu$, field $F$ and an assumed $v_s=10^7$ cm/s, the transit times are 0.4 ns for electrons (0.2 ns without saturation) and 2.5 ns for holes. The current loss is

$$\frac{0.4+2.5}{8\times1000}=3.6\times10^{-4}$$

of the ideal current. The largest density of generated holes is $1.25\times10^{-3}n_i$, so the generated carriers do not spoil the depletion.

## What changes the number

**The level.** Equating the two band densities at $E_i$ gives

$$E_i=\frac{E_c+E_v}{2}+\frac{kT}{2}\ln\frac{N_v}{N_c},$$

where $E_c$ and $E_v$ are the band edges. Here $E_i$ lies 34.7 meV above the geometric middle of the gap. A centre at the geometric middle has $G$ reduced by $\cosh(34.7\ \mathrm{meV}/kT)$, to 0.488 of the boxed result. The loose word "midgap" thus hides a factor of two in this example. A level 0.2 eV from $E_i$ would generate about a thousand times less, at fixed $\tau$.

**Field-assisted emission.** Suppose the centre is positive after losing its electron. The departing electron then sees a Coulomb well tilted by the field $F$. Its potential energy along the escape direction, $-q^2/(4\pi\epsilon r)-qFr$, has its maximum at $r=\sqrt{q/(4\pi\epsilon F)}$, where each term equals $-\tfrac12 q\sqrt{qF/(\pi\epsilon)}$. The barrier is therefore lowered by

$$\Delta=q\sqrt{\frac{qF}{\pi\epsilon}}=24\ \mathrm{meV}.$$

This multiplies $e_n$ by $a=e^{\Delta/kT}\approx2.5$. The emitted hole leaves a neutral centre, so this lowering does not affect $e_p$. Since $G=N_te_ne_p/(e_n+e_p)$ in depletion, $G$ changes by

$$\frac{2a}{1+a}=1.43 .$$

This takes every electron to escape along the most favourable line. Averaging over directions, with $F$ replaced by its component $F\cos\theta$ in the forward hemisphere and no change in the other, gives 1.18.

A carrier can also be thermally raised part of the way and tunnel through the barrier that remains. For a crude estimate, ignore Coulomb forces for both carriers, so that each barrier is triangular. Weighting each energy by its Boltzmann factor and a semiclassical tunnelling probability then changes $G$ by a factor of 1.18. Most of this change comes from energies just below the top of the barrier, where the tunnelling exponent is less than 1 and the semiclassical probability is unreliable. At this field the method greatly overstates the effect. The Boltzmann-weighted density of band states in a uniform field, for a carrier of mass $m$, is raised only by $\exp[(qF\hbar)^2/(24m(kT)^3)]$, which is 1.002 for the electron and changes $G$ by about 0.1%. No real centre is free of attraction for both carriers, because emitting an electron leaves it one charge unit more positive than emitting a hole does. The estimate is therefore rough, and it should not be multiplied by the Coulomb factor.

**Space charge and contacts.** With half the centres charged and no other fixed charge, the field changes across the layer by $qN_tW/(2\epsilon)$, which is 18% of its mean. Carriers also spill in from the contacts, doped to $10^{17}\ \mathrm{cm^{-3}}$. In a uniform field their density falls as $e^{-qFx/kT}$, and reaches $n_i$ at

$$x=\frac{kT}{qF}\ln\frac{10^{17}\ \mathrm{cm^{-3}}}{n_i}=0.66\ \mu\mathrm{m}.$$

In this estimate the two spill regions occupy about 7% of the width, and generation there is suppressed. The spilled carriers themselves raise the field near the contacts, which slightly reduces the total. The centre charge makes the field stronger at one contact and weaker at the other, so the two regions are unequal, and the one at the weaker field need not be narrower than 0.66 µm. Minority-carrier diffusion from the contacts adds a negligible current, about $2\times10^{-9}$ of $J$ for a contact lifetime of 1 ns.

**The edge.** Surface centres at $E_i$, with density $N_s$ per area and equal capture coefficients, generate $sn_i/2$ per area by the same counting, where $s=cN_s$. For a square device of side $L$ with depleted side faces, the ratio of edge to bulk current is

$$\frac{4LW\,sn_i/2}{L^2W\,n_i/(2\tau)}=\frac{4s\tau}{L}.$$

An assumed $s=10^4$ cm/s and $L=1$ mm give 0.4. A long bulk lifetime makes the edge relatively more important.

**Temperature and breakdown.** At 310 K, with gap and $\tau$ held fixed, $G$ is 2.68 times its value at 300 K. A 10 K uncertainty therefore outweighs the field corrections above. Band-to-band tunnelling is negligible, with a semiclassical exponent of about 3700 for a triangular barrier and the reduced mass of the two carriers; a light-hole mass or a two-band dispersion lowers it, but it stays above 2000. For an assumed mean free path $\lambda=10$ nm, the chance that a carrier gains the gap energy from the field without a collision is of order $e^{-E_g/(qF\lambda)}=e^{-150}$. This rules out only the direct route to impact ionization. Carriers can also gain energy over many collisions, which this estimate leaves out.

**Comparison with real CdTe devices.** Radiation detectors are often about a millimetre thick, far thicker than this layer. At the same mean field and centre density, a 1 mm layer would have a field change fifty times larger, about nine times the mean field. Uniform depletion would then need compensation of the centre charge. A lifetime of 1 µs suits good detector crystals; polycrystalline films can have lifetimes of nanoseconds. At $\tau=10$ ns, with the level and $n_i$ unchanged, $G$ in depleted material would be a hundred times larger. If the shorter lifetime came from a hundred times more centres, however, their uncompensated charge would prevent 20 V from depleting the whole layer. Detectors usually have metal contacts rather than doped layers, and injection from them can exceed the bulk generation current. Real crystals also contain several kinds of centre, whose levels need not lie at $E_i$ and whose two capture coefficients need not be equal. The 0.2 eV example shows that the level alone can move the result by three orders of magnitude. The calculated current is thus a model value for one specified centre, not a prediction of a particular detector's leakage. The numerical output lists the inputs and the separate estimates.

## Values computed for the example and the checks

```
CdTe p-i-n layer, rough typical inputs
Temperature: 300 K
Gap: 1.5 eV
Electron mass / free mass: 0.1
Hole mass / free mass: 0.6
Relative permittivity: 10
Capture coefficient, both carriers: 1e-07 cm3/s
Centre density: 1e+13 cm-3
Capture lifetime tau: 1 us
Layer width: 20 um
Voltage across layer: 20 V
Electron mobility: 1e+03 cm2/Vs
Hole mobility: 80 cm2/Vs
Electron saturation velocity: 1e+07 cm/s
Contact doping: 1e+17 cm-3
Contact lifetime: 1 ns
Surface generation velocity: 1e+04 cm/s
Square device side: 1 mm
Mean free path for impact estimate: 10 nm
Results
Conduction density of states: 7.94e+17 cm-3
Valence density of states: 1.17e+19 cm-3
Intrinsic density n_i: 7.65e+05 cm-3
Intrinsic level above geometric midgap: 34.7 meV
Emission coefficient: 0.0765 s-1
Steady occupancy: 0.5
Mean time per pair per centre: 26.1 s
Occupancy settling time: 6.53 s
Generation rate from n_i/(2 tau): 3.826e+11 cm-3 s-1
Generation rate from time integration: 3.826e+11 cm-3 s-1
Generation rate from random cycles: 3.822e+11 cm-3 s-1
Generation current density: 0.123 nA/cm2
Generation current density: 123 pA/cm2
Neglected effects, separate estimates
Field: 0.01 MV/cm
G factor, level at geometric midgap: 0.488
Coulomb barrier lowering: 24 meV
G factor, lowering along field line: 1.43
G factor, lowering angle average: 1.18
G factor, tunnelling-assisted: 1.18
Field change across layer / mean field: 0.181
Contact spill depth, each side: 0.662 um
Width fraction lost to both spills: 0.0662
Surface / bulk generation current: 0.4
Contact diffusion / generation current: 1.58e-09
Electron transit time: 0.4 ns
Hole transit time: 2.5 ns
Largest hole density / n_i: 0.00125
Current fraction lost to transit: 0.000362
Band-to-band tunnelling exponent: 3.67e+03
Impact ionization exponent: 150
G factor at 310 K, fixed gap and tau: 2.68
```
